# How smooth is the half-cosine atomic cutoff at its endpoint?: a numerical check

```python
"""
Result under test: the half-cosine cutoff
    f(r) = [1 + cos(pi r/R)]/2 for r < R,  f(r) = 0 for r >= R
has continuous value and slope at R, but its second derivative jumps
(inside minus outside) by pi^2/(2 R^2).
Consequence for E = sum_i F(G_i), G_i = sum_j exp(-eta r_ij^2) f(r_ij):
the pair stiffness jumps by K = [F'(G_i)+F'(G_j)] exp(-eta R^2) pi^2/(2R^2).
Here F(G) = A tanh(G).  Units: nm, eV, fs; masses in eV fs^2/nm^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# ---- Symbolic one-sided limits, x = R - r > 0 ----
x, Rs = sp.symbols("x R", positive=True)
inside = (1 + sp.cos(sp.pi * (Rs - x) / Rs)) / 2
slope_inside = -sp.diff(inside, x)
assert sp.limit(inside, x, 0, "+") == 0
assert sp.limit(inside / (-x), x, 0, "+") == 0
assert sp.limit(slope_inside, x, 0, "+") == 0
curvature_limit = sp.limit(slope_inside / (-x), x, 0, "+")
assert sp.simplify(curvature_limit - sp.pi**2 / (2 * Rs**2)) == 0
for order in (1, 2, 3):
    assert sp.simplify(sp.diff(inside**2, x, order).subs(x, 0)) == 0
fourth_jump = sp.simplify(sp.diff(inside**2, x, 4).subs(x, 0))
assert sp.simplify(fourth_jump - 3 * sp.pi**4 / (2 * Rs**4)) == 0

# ---- Example parameters ----
R = 0.60                 # cutoff radius, nm
eta = 4.0                # Gaussian exponent, nm^-2
A = 0.60                 # atomic energy scale, eV
G0 = 1.0                 # background descriptor of both centres
mass_u = 36.5            # rough HCl mass, u
mode = 0.010             # rough soft-mode energy, eV
T = 500.0                # temperature, K
dt = 1.0                 # time step, fs
density = 80.0           # rough oxide atomic density, nm^-3
dipole_D = 1.1           # rough HCl dipole, debye

M = mass_u * const.atomic_mass * 1e12 / const.e
hbar = const.hbar / const.e * 1e15
kT = const.k * T / const.e


def cutoff(r, power=1):
    return (0.5 * (1 + np.cos(np.pi * r / R))) ** power if r < R else 0.0


def pair_energy(r):
    return 2 * A * np.tanh(G0 + np.exp(-eta * r * r) * cutoff(r))


def pair_force(r):
    if r >= R:
        return 0.0
    g = np.exp(-eta * r * r)
    df = -np.pi / (2 * R) * np.sin(np.pi * r / R)
    dG = g * (df - 2 * eta * r * cutoff(r))
    return -2 * A * dG / np.cosh(G0 + g * cutoff(r)) ** 2


f_jump = np.pi**2 / (2 * R**2)
sensitivity = A / np.cosh(G0) ** 2
gauss_R = np.exp(-eta * R**2)
K = 2 * sensitivity * gauss_R * f_jump

# ---- Energy differences on each side of the endpoint ----
h = 1e-4


def one_sided(sign):
    e = [pair_energy(R + sign * n * h) for n in range(4)]
    first = sign * (-3 * e[0] + 4 * e[1] - e[2]) / (2 * h)
    second = (2 * e[0] - 5 * e[1] + 4 * e[2] - e[3]) / h**2
    return first, second


slope_in, stiff_in = one_sided(-1)
slope_out, stiff_out = one_sided(+1)
assert abs(slope_in) < 1e-5 and abs(slope_out) < 1e-5
assert abs((stiff_in - stiff_out) / K - 1) < 1e-4
central = (pair_energy(R + h) - 2 * pair_energy(R)
           + pair_energy(R - h)) / h**2
assert abs(central / (K / 2) - 1) < 3e-3   # error is first order in h
r_test = 0.5
force_fd = -(pair_energy(r_test + h) - pair_energy(r_test - h)) / (2 * h)
assert abs(force_fd - pair_force(r_test)) < 1e-5

# ---- Three-dimensional Hessian jump in a four-atom cluster ----
u = np.array([0.60, 0.64, 0.48])
fixed = np.array([[0, 0, 0], [0.25, -0.05, 0.10], [0.10, 0.30, -0.05]])


def descriptors(mover, power):
    pos = np.vstack([fixed, mover])
    G = np.zeros(4)
    for i in range(4):
        for j in range(i):
            r = np.linalg.norm(pos[i] - pos[j])
            term = np.exp(-eta * r * r) * cutoff(r, power)
            G[i] += term
            G[j] += term
    return G


def cluster_energy(mover, power):
    return A * np.tanh(descriptors(mover, power)).sum()


def hessian(mover, power):
    H = np.zeros((3, 3))
    step = h * np.eye(3)
    for i in range(3):
        for j in range(3):
            for a in (1, -1):
                for b in (1, -1):
                    H[i, j] += a * b * cluster_energy(
                        mover + a * step[i] + b * step[j], power)
    return H / (4 * h * h)


def hessian_jump(power):
    d = 2 * h            # stencil stays wholly on one side of R
    limits = []
    for side in (-1, 1):
        near = hessian((R + side * d) * u, power)
        far = hessian((R + side * 2 * d) * u, power)
        limits.append(2 * near - far)
    return limits[0] - limits[1]


G_end = descriptors(R * u, 1)
K_cluster = (A / np.cosh(G_end[[0, 3]]) ** 2).sum() * gauss_R * f_jump
jump_matrix = hessian_jump(1)
assert np.max(np.abs(jump_matrix - K_cluster * np.outer(u, u))) < 2e-3
jump_squared = np.max(np.abs(hessian_jump(2)))
assert jump_squared < 2e-3

# ---- Half-periods of a site oscillator centred at R ----
k0 = M * (mode / hbar) ** 2


def half_period(side):
    def rhs(t, y):
        return [y[1], (-k0 * y[0] + pair_force(R + y[0])) / M]

    def back(t, y):
        return y[0]

    back.terminal = True
    back.direction = -side
    v_start = side * 1e-4 * mode / hbar      # amplitude near 1e-4 nm
    sol = solve_ivp(rhs, (0, 400), [0.0, v_start], method="DOP853",
                    events=back, rtol=1e-10, atol=1e-15, max_step=5)
    return sol.t_events[0][-1]


t_in, t_out = half_period(-1), half_period(+1)
mode_in = hbar * np.sqrt((k0 + K) / M)
assert abs(t_in * mode_in / (np.pi * hbar) - 1) < 1e-4
assert abs(t_out * mode / (np.pi * hbar) - 1) < 1e-4
mode_straddling = 2 * np.pi * hbar / (t_in + t_out)

# ---- Energy error of one velocity-Verlet step across R ----
v_th = np.sqrt(kT / M)
s = v_th * dt


def verlet_error(r, v):
    F_old = pair_force(r)
    r_new = r + v * dt + F_old * dt**2 / (2 * M)
    v_new = v + (F_old + pair_force(r_new)) * dt / (2 * M)
    kinetic = M * (v_new - v) * (v_new + v) / 2
    return kinetic + pair_energy(r_new) - pair_energy(r)


for theta in (0.2, 0.5, 0.8):
    expected = K * s**2 * theta * (1 - theta) / 2
    outward = verlet_error(R - theta * s, v_th)
    inward = verlet_error(R + theta * s, -v_th)
    # next order is relative s*eta*R, below one percent here
    assert abs(outward / expected - 1) < 0.02
    assert abs(inward / expected + 1) < 0.02
error_mid = verlet_error(R - s / 2, v_th)

# ---- Sizes of neglected effects ----
sigma = np.sqrt(kT / k0)
r_deep = R - sigma
stiff_deep = -(pair_force(r_deep + h) - pair_force(r_deep - h)) / (2 * h)
n_shell = density * 2 * np.pi * R**2 * 2 * sigma
all_switched = n_shell * K / 3      # hemisphere average of cos^2 is 1/3
debye = 1e-21 / const.c             # C m
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
mu = dipole_D * debye / const.e * 1e9                     # e nm


def dipole_energy(r):
    return -2 * coulomb * mu**2 / r**3


dipole_stiff = 12 * dipole_energy(R) / R**2
dipole_fd = (dipole_energy(R + 1e-3) - 2 * dipole_energy(R)
             + dipole_energy(R - 1e-3)) / 1e-6
assert abs(dipole_fd / dipole_stiff - 1) < 1e-3
z = mode / (2 * kT)
quantum_factor = z / np.tanh(z)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("Inside curvature limit of cutoff:", curvature_limit)
print("Fourth-derivative jump of squared cutoff:", fourth_jump)
show("Cutoff radius R", R, "nm")
show("Gaussian exponent eta", eta, "nm^-2")
show("Atomic energy scale A", A, "eV")
show("Background descriptor G0", G0)
show("HCl mass (rough)", mass_u, "u")
show("Site mode energy outside R (rough)", mode * 1e3, "meV")
show("Temperature", T, "K")
show("Time step", dt, "fs")
show("Curvature jump of cutoff", f_jump, "nm^-2")
show("Sensitivity F'(G0) per centre", sensitivity, "eV")
show("Gaussian factor at R", gauss_R)
show("Stiffness jump K, formula", K, "eV/nm^2", ".5g")
show("Stiffness jump K, formula", K * const.e * 1e18, "N/m")
show("Stiffness just inside, from energies", stiff_in, "eV/nm^2", ".5g")
show("Stiffness just outside, from energies", abs(stiff_out),
     "eV/nm^2 (magnitude)", ".1e")
show("Central difference at R", central, "eV/nm^2", ".5g")
show("Cluster jump K, formula", K_cluster, "eV/nm^2", ".5g")
show("Cluster jump, trace of Hessian jump", np.trace(jump_matrix),
     "eV/nm^2", ".5g")
show("Largest Hessian jump, squared cutoff", jump_squared,
     "eV/nm^2", ".1e")
show("Cutoff at R/2", cutoff(R / 2))
show("Squared cutoff at R/2", cutoff(R / 2, 2))
show("Site stiffness k0", k0, "eV/nm^2")
show("Relative stiffness jump K/k0", 100 * K / k0, "%", ".3g")
show("Half-period outside", t_out, "fs", ".5g")
show("Half-period inside", t_in, "fs", ".5g")
show("Mode energy inside R", mode_in * 1e3, "meV", ".5g")
show("Mode energy, minimum exactly at R", mode_straddling * 1e3,
     "meV", ".5g")
show("Thermal energy kT", kT * 1e3, "meV")
show("Thermal step length s", s * 1e3, "pm")
show("Largest Verlet error K s^2/8", K * s**2 / 8 * 1e9, "neV", ".3g")
show("Verlet error found at mid-step crossing", error_mid * 1e9,
     "neV", ".3g")
show("Thermal rms amplitude", sigma, "nm", ".3g")
show("Pair stiffness one amplitude inside R", stiff_deep,
     "eV/nm^2", ".3g")
show("Oxide atomic density (rough)", density, "nm^-3")
show("Oxide atoms within one amplitude of sphere", n_shell, "", ".2g")
show("Stiffness change if all switched", all_switched, "eV/nm^2", ".2g")
show("HCl dipole (rough)", dipole_D, "D")
show("Dipole pair energy at R", dipole_energy(R) * 1e3, "meV", ".2g")
show("Dipole pair stiffness at R", dipole_stiff, "eV/nm^2", ".2g")
show("Quantum/classical mean-square amplitude", quantum_factor, "", ".5g")
print("all assertions hold")
```

Output:

```
Inside curvature limit of cutoff: pi**2/(2*R**2)
Fourth-derivative jump of squared cutoff: 3*pi**4/(2*R**4)
Cutoff radius R: 0.6 nm
Gaussian exponent eta: 4 nm^-2
Atomic energy scale A: 0.6 eV
Background descriptor G0: 1
HCl mass (rough): 36.5 u
Site mode energy outside R (rough): 10 meV
Temperature: 500 K
Time step: 1 fs
Curvature jump of cutoff: 13.71 nm^-2
Sensitivity F'(G0) per centre: 0.252 eV
Gaussian factor at R: 0.2369
Stiffness jump K, formula: 1.6368 eV/nm^2
Stiffness jump K, formula: 0.2622 N/m
Stiffness just inside, from energies: 1.6368 eV/nm^2
Stiffness just outside, from energies: 0.0e+00 eV/nm^2 (magnitude)
Central difference at R: 0.81878 eV/nm^2
Cluster jump K, formula: 3.1327 eV/nm^2
Cluster jump, trace of Hessian jump: 3.1327 eV/nm^2
Largest Hessian jump, squared cutoff: 4.7e-06 eV/nm^2
Cutoff at R/2: 0.5
Squared cutoff at R/2: 0.25
Site stiffness k0: 87.32 eV/nm^2
Relative stiffness jump K/k0: 1.87 %
Half-period outside: 206.78 fs
Half-period inside: 204.87 fs
Mode energy inside R: 10.093 meV
Mode energy, minimum exactly at R: 10.046 meV
Thermal energy kT: 43.09 meV
Thermal step length s: 0.3375 pm
Largest Verlet error K s^2/8: 23.3 neV
Verlet error found at mid-step crossing: 23.3 neV
Thermal rms amplitude: 0.0222 nm
Pair stiffness one amplitude inside R: 2.18 eV/nm^2
Oxide atomic density (rough): 80 nm^-3
Oxide atoms within one amplitude of sphere: 8
Stiffness change if all switched: 4.4 eV/nm^2
HCl dipole (rough): 1.1 D
Dipole pair energy at R: -7 meV
Dipole pair stiffness at R: -0.23 eV/nm^2
Quantum/classical mean-square amplitude: 1.0045
all assertions hold
```
